# Period and Oscillation Conditions of a Threshold-Switch Relaxation Oscillator

## The form of the answer

A threshold switch is a two-terminal device that conducts poorly until its voltage reaches a threshold \(V_{\rm th}\), and then conducts well until its voltage has fallen to a lower holding value \(V_{\rm h}\). Connect it in parallel with a capacitor \(C\), and feed both from a constant source \(V_0\) through a series resistor \(R_s\). The capacitor can then charge while the switch is off and discharge while it is on.

Let the switch have resistance \(R_{\rm off}\) in one state and \(R_{\rm on}<R_{\rm off}\) in the other. The period \(T\) can depend on three voltages, three resistances and one capacitance. The volt, the ohm and the farad are independent units, and a time is an ohm times a farad. Hence

\[
T=R_sC\;F\!\left(\frac{V_{\rm th}}{V_0},\frac{V_{\rm h}}{V_0},\frac{R_{\rm off}}{R_s},\frac{R_{\rm on}}{R_s}\right),
\tag{1}
\]

with a dimensionless function \(F\). Three consequences follow before any equation is solved. The period is proportional to \(C\). Multiplying all voltages by a common factor leaves it unchanged. Whether the circuit oscillates at all cannot depend on \(C\), because no dimensionless ratio contains it. All three statements assume that the switch has no time scale of its own. A device that switches by heating has a thermal time, whose ratio to \(R_sC\) is a further argument of \(F\), and such a device can stop oscillating when \(C\) is too small. The thresholds and the two device resistances cannot fix the period by themselves, because volts and ohms alone do not combine to a time: at least \(C\) is needed as well. How the period depends on \(V_0\) and \(R_s\) must come from the equation of motion.

## The model and its equation of motion

Let \(v\) be the voltage across the capacitor, which is also the voltage across the switch. The assumptions are these:

- Each state of the switch is ohmic, with current \(v/R\), where \(R\) is \(R_{\rm off}\) or \(R_{\rm on}\).
- The switch turns on when \(v\) reaches \(V_{\rm th}\) from below and turns off when \(v\) reaches \(V_{\rm h}\) from above, with \(0<V_{\rm h}<V_{\rm th}\). Between these values it keeps its state.
- Switching takes no time, the thresholds are fixed, and there is no noise or inductance.

The current arriving through \(R_s\) either passes through the switch or charges the capacitor:

\[
C\frac{dv}{dt}=\frac{V_0-v}{R_s}-\frac{v}{R}.
\tag{2}
\]

Collecting the terms in \(v\) gives \(C\,dv/dt=V_0/R_s-v\,(R_s+R)/(R_sR)\). Multiplication by \(R_sR/(R_s+R)\) turns this into

\[
\tau\frac{dv}{dt}=v_\infty-v,\qquad
v_\infty=\frac{V_0R}{R_s+R},\qquad
\tau=\frac{C R_sR}{R_s+R}.
\tag{3}
\]

The target \(v_\infty\) is the voltage at which the circuit would rest if the switch stayed in its present state. The time constant contains \(R_s\) and \(R\) in parallel, since charge can leave the capacitor through either. Write \(v_{\rm off},\tau_{\rm off}\) for \(R=R_{\rm off}\) and \(v_{\rm on},\tau_{\rm on}\) for \(R=R_{\rm on}\). Because \(R/(R_s+R)\) grows with \(R\), we have \(v_{\rm on}<v_{\rm off}\).

At a switching event the device current jumps, but \(v\) does not: a jump in \(v\) would need an infinite capacitor current. Each leg of the motion therefore starts at the voltage where the previous one ended.

To find the duration of a leg from \(v_a\) to \(v_b\), separate the variables in (3) and integrate:

\[
\frac{t}{\tau}=\int_{v_a}^{v_b}\frac{dv}{v_\infty-v}
=\Big[-\ln|v_\infty-v|\Big]_{v_a}^{v_b}
=\ln\frac{v_\infty-v_a}{v_\infty-v_b}.
\tag{4}
\]

The modulus can be dropped in the last form because \(v\) approaches \(v_\infty\) without crossing it, so numerator and denominator have the same sign. The time is finite if \(v_b\) lies strictly between \(v_a\) and \(v_\infty\). If \(v_b=v_\infty\) it is infinite.

## When the oscillation is sustained

In the off state \(v\) must climb to \(V_{\rm th}\) in a finite time. In the on state it must fall to \(V_{\rm h}\) in a finite time. By (4) these requirements are

\[
v_{\rm off}>V_{\rm th},\qquad v_{\rm on}<V_{\rm h}.
\tag{5}
\]

They are sufficient. From any off state with \(v<V_{\rm th}\) the switch turns on after a finite time. From any on state with \(v>V_{\rm h}\) it turns off after a finite time. The two events then alternate without end.

They are also necessary. If \(v_{\rm off}\le V_{\rm th}\), a switch that is off never turns on, so at most one switching can occur, from on to off. If \(v_{\rm on}\ge V_{\rm h}\), a switch that is on never turns off, and again at most one switching can occur. If both inequalities fail, each state is a possible resting state, and the circuit is bistable: it stays in the state in which it was prepared.

The conditions become more useful when solved for the supply voltage. Inserting the targets from (3) into (5) gives \(V_0R_{\rm off}>V_{\rm th}(R_s+R_{\rm off})\) and \(V_0R_{\rm on}<V_{\rm h}(R_s+R_{\rm on})\). Divide the first by \(R_{\rm off}\) and the second by \(R_{\rm on}\), and define the device currents at the ends of the two branches,

\[
I_{\rm th}=\frac{V_{\rm th}}{R_{\rm off}},\qquad I_{\rm h}=\frac{V_{\rm h}}{R_{\rm on}}.
\tag{6}
\]

The result is a supply window:

\[
V_{\rm th}+R_sI_{\rm th}<V_0<V_{\rm h}+R_sI_{\rm h}.
\tag{7}
\]

Its meaning is seen on the load line \(I=(V_0-v)/R_s\), the current that the source delivers at voltage \(v\). The left inequality says that at \(V_{\rm th}\) the source delivers more than the off-state device can carry, so the surplus continues to charge the capacitor. The right inequality says that at \(V_{\rm h}\) the source delivers less than the on-state device draws, so the capacitor continues to discharge. The load line thus passes between the ends of the two branches and meets neither.

For a given supply, (7) can instead be solved for the series resistor:

\[
R_{\rm on}\left(\frac{V_0}{V_{\rm h}}-1\right)<R_s<R_{\rm off}\left(\frac{V_0}{V_{\rm th}}-1\right).
\tag{8}
\]

Too small a resistor supplies enough current to hold the switch on. Too large a resistor cannot overcome the leakage of the off state.

A suitable supply need not exist. The window (7) is nonempty if and only if its lower edge lies below its upper edge, that is, if \(R_s(I_{\rm h}-I_{\rm th})>V_{\rm th}-V_{\rm h}\). The right side is positive, so this requires

\[
I_{\rm h}>I_{\rm th}\quad\text{and}\quad R_s>R_s^*=\frac{V_{\rm th}-V_{\rm h}}{I_{\rm h}-I_{\rm th}}.
\tag{9}
\]

By (6), the first condition is \(R_{\rm off}/R_{\rm on}>V_{\rm th}/V_{\rm h}\). The resistance contrast must exceed the threshold ratio; otherwise no choice of supply and series resistor gives oscillation in this model. At \(R_s=R_s^*\) the two edges of the window meet at \(V_0^*=V_{\rm th}+R_s^*I_{\rm th}\), and no supply gives oscillation. The load line for \(V_0^*\) passes through both branch ends.

## The period

With (5) satisfied, the off leg runs from \(V_{\rm h}\) to \(V_{\rm th}\) and the on leg runs back. Equation (4) gives

\[
t_{\rm off}=\tau_{\rm off}\ln\frac{v_{\rm off}-V_{\rm h}}{v_{\rm off}-V_{\rm th}},\qquad
t_{\rm on}=\tau_{\rm on}\ln\frac{v_{\rm on}-V_{\rm th}}{v_{\rm on}-V_{\rm h}}
=\tau_{\rm on}\ln\frac{V_{\rm th}-v_{\rm on}}{V_{\rm h}-v_{\rm on}}.
\tag{10}
\]

In the last step both differences changed sign, which makes them positive. The period is the sum,

\[
\boxed{T=\tau_{\rm off}\ln\frac{v_{\rm off}-V_{\rm h}}{v_{\rm off}-V_{\rm th}}
+\tau_{\rm on}\ln\frac{V_{\rm th}-v_{\rm on}}{V_{\rm h}-v_{\rm on}}.}
\tag{11}
\]

Both logarithms exceed zero because \(V_{\rm th}>V_{\rm h}\). Each \(\tau\) is \(R_sC\) times a function of resistance ratios, as (1) demands.

Every switching event places \(v\) at one of the two thresholds, so no memory of the start survives it. The motion is periodic from the first switching onward. If the circuit is started with an empty capacitor and the switch off, the first leg alone differs. Setting \(v_a=0\) and \(v_b=V_{\rm th}\) in (4), its duration is

\[
t_{\rm first}=\tau_{\rm off}\ln\frac{v_{\rm off}}{v_{\rm off}-V_{\rm th}}.
\tag{12}
\]

## Limits of the period formula

**Ideal switch resistances.** Let \(R_{\rm off}\to\infty\) and \(R_{\rm on}\to0\) at fixed \(V_0>V_{\rm th}\). The window (7) then extends from \(V_{\rm th}\) upward without limit. In the off state \(v_{\rm off}\to V_0\) and \(\tau_{\rm off}\to R_sC\). In the on state \(v_{\rm on}\to0\), so \(t_{\rm on}\to R_{\rm on}C\ln(V_{\rm th}/V_{\rm h})\to0\). What remains is

\[
T\to R_sC\ln\frac{V_0-V_{\rm h}}{V_0-V_{\rm th}}.
\tag{13}
\]

At finite resistances (13) is too short for two reasons. It omits the on leg, and it omits the off-state leakage \(v/R_{\rm off}\), which lowers the charging current in (2) at every voltage and so lengthens the off leg.

**Current drive.** Let \(V_0\) and \(R_s\) both grow with \(I_0=V_0/R_s\) fixed. Dividing (7) by \(R_s\) gives the condition \(I_{\rm th}<I_0<I_{\rm h}\) in the limit. From (3), \(v_\infty\to I_0R\) and \(\tau\to RC\), so that

\[
T\to R_{\rm off}C\ln\frac{I_0R_{\rm off}-V_{\rm h}}{I_0R_{\rm off}-V_{\rm th}}
+R_{\rm on}C\ln\frac{V_{\rm th}-I_0R_{\rm on}}{V_{\rm h}-I_0R_{\rm on}}.
\tag{14}
\]

The series resistor has disappeared, and the device resistances alone set the time constants.

**Edges of the supply window.** Call the lower edge of (7) \(V_{\rm low}=V_{\rm th}(R_s+R_{\rm off})/R_{\rm off}\). Then

\[
v_{\rm off}-V_{\rm th}=\frac{R_{\rm off}}{R_s+R_{\rm off}}\,(V_0-V_{\rm low}),
\tag{15}
\]

and the off leg contains \(-\tau_{\rm off}\ln(V_0-V_{\rm low})\). The period diverges logarithmically: close to the edge, each halving of the distance adds \(\tau_{\rm off}\ln2\). At the upper edge \(V_{\rm h}-v_{\rm on}\) vanishes in the same linear way, and each halving adds \(\tau_{\rm on}\ln2\). In this model the oscillation therefore disappears by slowing down, while its voltage swing stays at \(V_{\rm th}-V_{\rm h}\). This rests on abrupt switching at fixed thresholds. A switch with a smooth negative-resistance branch and a finite internal time can instead lose its oscillation through a shrinking swing at finite period.

## The supply that gives the shortest period

Raising \(V_0\) shortens the charging leg and lengthens the discharging leg. To locate the balance, put \(a=R_{\rm off}/(R_s+R_{\rm off})\) and \(b=R_{\rm on}/(R_s+R_{\rm on})\). Then \(v_{\rm off}=aV_0\), \(\tau_{\rm off}=aR_sC\), \(v_{\rm on}=bV_0\) and \(\tau_{\rm on}=bR_sC\). Taking a factor \(a\) out of each difference in the first logarithm of (11), and a factor \(b\) in the second, gives

\[
\frac{T}{R_sC}=a\ln\frac{V_0-V_{\rm h}/a}{V_0-V_{\rm th}/a}
+b\ln\frac{V_{\rm th}/b-V_0}{V_{\rm h}/b-V_0}.
\tag{16}
\]

Differentiate with respect to \(V_0\) and combine the fractions in each term. The prefactors \(a\) and \(b\) cancel against the differences \((V_{\rm th}-V_{\rm h})/a\) and \((V_{\rm th}-V_{\rm h})/b\):

\[
\frac{1}{R_sC}\frac{dT}{dV_0}=
-\frac{V_{\rm th}-V_{\rm h}}{(V_0-V_{\rm h}/a)(V_0-V_{\rm th}/a)}
+\frac{V_{\rm th}-V_{\rm h}}{(V_{\rm th}/b-V_0)(V_{\rm h}/b-V_0)}.
\tag{17}
\]

Inside the window all four factors are positive. As \(V_0\) rises, the first denominator grows and the second shrinks, so the derivative increases steadily. Since \(T\) diverges at both edges, it has one minimum. There the two denominators are equal. Expanding them, the terms \(V_0^2\) cancel and leave

\[
V_0(V_{\rm th}+V_{\rm h})\left(\frac1b-\frac1a\right)
=V_{\rm th}V_{\rm h}\left(\frac1{b^2}-\frac1{a^2}\right).
\]

Division by \(1/b-1/a\), which is nonzero, together with \(1/a=1+R_s/R_{\rm off}\) and \(1/b=1+R_s/R_{\rm on}\), yields

\[
V_{\rm fast}=\frac{V_{\rm th}V_{\rm h}}{V_{\rm th}+V_{\rm h}}
\left(2+\frac{R_s}{R_{\rm on}}+\frac{R_s}{R_{\rm off}}\right).
\tag{18}
\]

## A worked example

Take round model parameters in SI units, which are natural for a circuit: \(V_{\rm th}=2\) V, \(V_{\rm h}=1\) V, \(R_{\rm off}=100\) kΩ, \(R_{\rm on}=1\) kΩ, \(R_s=10\) kΩ, \(C=100\) pF and \(V_0=5\) V.

The branch-end currents (6) are \(I_{\rm th}=20\) µA and \(I_{\rm h}=1000\) µA. The supply window (7) runs from \(2+0.20=2.20\) V to \(1+10=11.00\) V, and the resistor window (8) from \(1\times4=4\) kΩ to \(100\times1.5=150\) kΩ. The chosen values lie inside both. For any supply to give oscillation, the series resistance must exceed \(R_s^*=1\ {\rm V}/980\ \mu{\rm A}=1020\) Ω, where the window closes at \(V_0^*=2.02\) V.

The targets and time constants (3) are

\[
v_{\rm off}=5\times\tfrac{100}{110}=4.545\ {\rm V},\quad \tau_{\rm off}=909.1\ {\rm ns};\qquad
v_{\rm on}=5\times\tfrac{1}{11}=0.4545\ {\rm V},\quad \tau_{\rm on}=90.91\ {\rm ns}.
\]

The two legs follow from (10):

\[
t_{\rm off}=909.1\ln\frac{3.545}{2.545}=909.1\times0.3314=301.2\ {\rm ns},
\]
\[
t_{\rm on}=90.91\ln\frac{1.5455}{0.5455}=90.91\times1.0415=94.7\ {\rm ns}.
\]

Thus \(T=395.9\) ns, a frequency of 2.53 MHz. The time constants differ by a factor of ten, but the legs differ only by about three. The logarithm in each leg depends on the fraction of the initial distance to the target that the leg covers. Charging covers 1 V of 3.545 V, or 28%, whereas discharging covers 1 V of 1.5455 V, or 65%, and therefore takes a larger multiple of its own time constant. From an empty capacitor the first leg (12) takes 527 ns.

At turn-on the device current jumps from 20 µA to \(2\ {\rm V}/1\ {\rm k}\Omega=2\) mA. The source supplies \((5-2)/10=0.3\) mA of this, and the capacitor the other 1.7 mA.

The ideal-resistance formula (13) gives \(1000\ln(4/3)=287.7\) ns, which is 27% below the period (11). Of the missing 108 ns, the omitted on leg accounts for 95 ns and the neglected leakage for the rest.

Equation (18) places the shortest period at \(V_{\rm fast}=\tfrac23(2+10+0.1)=8.07\) V, where (11) gives 297.9 ns. Near the edges, each halving of the distance adds about 630 ns at the lower one and 63 ns at the upper one.

Two supplies outside the window show the two ways to fail. At 2.1 V the off-state target is 1.91 V, below \(V_{\rm th}\), so a circuit started from an empty capacitor never switches. At 12 V the off-state target is 10.9 V and the switch turns on, but the on-state target is 1.09 V, above \(V_{\rm h}\). The switch then stays on after this one event.

## Finite switching delay

The ideal formula is a good approximation when the switching times are short compared with both legs. Suppose the device changes its resistance a time \(d_{\rm on}\) after \(v\) reaches \(V_{\rm th}\), and a time \(d_{\rm off}\) after \(v\) reaches \(V_{\rm h}\). Let \(s_{\rm off}(v)=(v_{\rm off}-v)/\tau_{\rm off}\) and \(s_{\rm on}(v)=(v-v_{\rm on})/\tau_{\rm on}\) be the speeds of rise and fall.

During the first delay \(v\) overshoots \(V_{\rm th}\) by \(s_{\rm off}(V_{\rm th})\,d_{\rm on}\), to first order in the delay. The on state must retrace this at speed \(s_{\rm on}(V_{\rm th})\). The cost is the delay itself plus the retracing time. The same reasoning at \(V_{\rm h}\), with the roles of the states exchanged, gives the total

\[
\Delta T=d_{\rm on}\left[1+\frac{s_{\rm off}(V_{\rm th})}{s_{\rm on}(V_{\rm th})}\right]
+d_{\rm off}\left[1+\frac{s_{\rm on}(V_{\rm h})}{s_{\rm off}(V_{\rm h})}\right].
\tag{19}
\]

In the example the brackets are 1.165 and 2.538. Direct numerical integration of (2) by a Runge–Kutta method, with one delay of 1 ns at a time, lengthens the period by 1.164 ns and 2.529 ns; the small differences are of higher order in the delay. A late turn-off costs more here because \(v\) falls through \(V_{\rm h}\) faster than it later rises through it, whereas it rises through \(V_{\rm th}\) more slowly than it later falls through it. Both delays together add 3.7 ns, or 0.9% of the ideal period.

Each speed is a net current divided by \(C\), so \(C\) cancels from the brackets in (19). For fixed delays \(\Delta T\) is therefore independent of \(C\) to first order, whereas the ideal period is proportional to it. Reducing \(C\) raises the frequency but increases the relative correction as \(1/C\), until (19) itself fails. That happens when a delay is no longer short compared with the time constant of the state in which it is spent, or when the overshoot is no longer small compared with the distance from the threshold to the target of the next state.

All numerical values are calculated from the stated model.
